# Symmetrized forces and stress, and relaxation in free crystal parameters

## A triangle in a hexagonal plane

Take a plane lattice with vectors $a_1,a_2$ of equal length at 120°. A threefold rotation sends $a_1\to a_2$ and $a_2\to-a_1-a_2$. On columns of fractional coordinates it acts as

$$W=\begin{pmatrix}0&-1\\1&-1\end{pmatrix},\qquad W^{-T}=\begin{pmatrix}-1&-1\\1&0\end{pmatrix}.$$

Put three like atoms at $x_1=(t,-t)$, $x_2=Wx_1=(t,2t)$ and $x_3=Wx_2=(-2t,-t)$. Let the mirror $(x,y)\to(-y,-x)$ also be a symmetry. It fixes atom 1, so the triangle has one free parameter, $t$.

A code that differentiates the energy with respect to fractional coordinates obtains $\varphi_k=-\partial E/\partial x_k$. The mirror restricts the first of these to $\varphi_1=(\psi,-\psi)$. The products $\varphi_k\cdot dx_k$ are energies and cannot change under the rotation. Since $dx$ transforms with $W$, $\varphi$ must transform with $W^{-T}$:

$$\varphi_2=W^{-T}\varphi_1=(0,\psi),\qquad \varphi_3=W^{-T}\varphi_2=(-\psi,0).$$

The chain rule then gives

$$\frac{dE}{dt}=-\big[\varphi_1\cdot(1,-1)+\varphi_2\cdot(1,2)+\varphi_3\cdot(-2,-1)\big]=-(2\psi+2\psi+2\psi)=-6\psi .$$

Each atom contributes equally. Had $W$ been applied to $\varphi_1$, atom 2 would have received $(\psi,2\psi)$ and contributed $5\psi$ instead of $2\psi$. The two rules differ because the basis is oblique.

## Two kinds of components

In three dimensions let the columns of $A$ be the lattice vectors, $r=Ax$, $G=A^TA$ and $\Omega=|\det A|$. Let $F_k$ be the Cartesian force on atom $k$ and $\sigma$ the stress, positive in tension:

$$dE=\Omega\,\mathrm{tr}(\sigma\varepsilon)\quad\text{for } dA=\varepsilon A \text{ at fixed } x .$$

The energy is assumed differentiable and invariant under rigid motions, including reflections, under a change of lattice basis, and under exchange of like atoms. A fixed external field or a magnetic order would restrict the operations that may be used.

Two cells with the same $G$ differ by an orthogonal matrix, so $E$ depends on $G$ and $x$. An antisymmetric $\varepsilon$ is a rotation and costs no energy, hence $\sigma$ is symmetric. For symmetric $\varepsilon$,

$$dG=A^T(\varepsilon^T+\varepsilon)A=2A^T\varepsilon A,\qquad \varepsilon=\tfrac12A^{-T}\,dG\,A^{-1}.$$

Inserting this and using the cyclic property of the trace gives

$$dE=-\sum_k\varphi_k\cdot dx_k+\frac{\Omega}{2}\,\mathrm{tr}(S\,dG),\qquad S=A^{-1}\sigma A^{-T}. \tag{1}$$

From $dr=A\,dx$ follows $\varphi_k=A^TF_k$, the covariant force. The contravariant force is $f_k=A^{-1}F_k$, so $\varphi_k=Gf_k$. Likewise $S$ is the contravariant stress, and the covariant one is $T=A^T\sigma A=GSG$.

## Transformation laws

Let $W$ be an integer matrix with determinant $\pm1$. Describe the crystal in the basis $A'=AW^{-1}$ with coordinates $x'_{\pi(k)}=Wx_k+w$, where $\pi$ relabels like atoms. Then $A'x'_{\pi(k)}=Ax_k+AW^{-1}w$: the crystal has only been shifted. Therefore

$$E(W^{-T}GW^{-1},x')=E(G,x).$$

Vary both sides with (1). The atomic terms give $\varphi'_{\pi(k)}\cdot W\,dx_k=\varphi_k\cdot dx_k$ for every $dx_k$, so $W^T\varphi'_{\pi(k)}=\varphi_k$. The cell terms, with $\Omega'=\Omega$, give

$$\mathrm{tr}(S'W^{-T}dG\,W^{-1})=\mathrm{tr}(W^{-1}S'W^{-T}dG)=\mathrm{tr}(S\,dG).$$

Thus $S'=WSW^T$.

The operation is a symmetry if $W^TGW=G$ and $x'$ equals $x$ up to lattice vectors. Then $R=AWA^{-1}$ is orthogonal, since $R^TR=A^{-T}W^TGWA^{-1}=1$. The primed quantities are now the original ones:

$$\varphi_{\pi(k)}=W^{-T}\varphi_k,\qquad S=WSW^T. \tag{2}$$

The condition $W^TGW=G$ can be written $GW=W^{-T}G$, or $WG^{-1}=G^{-1}W^{-T}$. Multiplying the force law by $G^{-1}$ gives $f_{\pi(k)}=Wf_k$. Multiplying the stress law by $G$ on both sides gives $T=W^{-T}TW^{-1}$.

## The group average

Let $\mathcal G$ be the finite set of operations modulo lattice translations. The symmetrized quantities are

$$\bar\varphi_l=\frac1{|\mathcal G|}\sum_gW_g^{-T}\varphi_{\pi_g^{-1}(l)},\qquad \bar S=\frac1{|\mathcal G|}\sum_gW_gSW_g^T. \tag{3}$$

The first formula is an accumulation rule: for each $g$ and $k$, add $W_g^{-T}\varphi_k/|\mathcal G|$ to the entry of atom $\pi_g(k)$.

Stack the atomic vectors and write $D_g=\Pi_g\otimes W_g$, with $\Pi_g$ the permutation matrix. The contravariant average is $P=|\mathcal G|^{-1}\sum_gD_g$. Multiplication by $D_h$ merely reorders the sum, so $D_hP=P$ and $P^2=P$. The covariant matrices are $\Pi_g\otimes W_g^{-T}=(D_g^{-1})^T$, because $\Pi_g^{-T}=\Pi_g$. As $g$ runs through the group so does $g^{-1}$; the covariant average is therefore $P^T$.

With $\mathcal M=1\otimes G$, symmetry gives $D_g^T\mathcal MD_g=\mathcal M$, hence $\mathcal MD_g=D_g^{-T}\mathcal M$. Averaging gives $\mathcal MP=P^T\mathcal M$. So $P$ is an orthogonal projector in the Cartesian scalar product: it returns the symmetric set of forces nearest to the input.

**Sums over representatives.** Suppose the energy is a sum of contributions that the group permutes, such as atom pairs. Keep one contribution $c$ from each orbit and weight it by the orbit size $m$. If $h$ operations leave $c$ unchanged, then $m=|\mathcal G|/h$, and the average contains every member of the orbit $h$ times:

$$\frac{m}{|\mathcal G|}\sum_gD_g^{-T}\varphi^{(c)}=\frac{mh}{|\mathcal G|}\sum_{c'\in\text{orbit}}\varphi^{(c')}=\sum_{c'\in\text{orbit}}\varphi^{(c')} .$$

The weighted energy is right at once, but forces and stress in general need the average.

**Net force.** Summing (3) over atoms multiplies the net covariant force by the mean of $W_g^{-T}$, a projector onto invariant directions. A spurious net force is removed except along polar directions, where it must be subtracted separately.

## Free parameters

A symmetric structure obeys $Wx_k+w=x_{\pi(k)}+n$ with an integer vector $n$. Demand the same of $x+u$ and subtract:

$$W_gu_k=u_{\pi_g(k)}\quad\text{for all }g,k,\qquad\text{that is, } Pu=u. \tag{4}$$

These conditions are linear, so $x=x^0+Up$, where the columns of $U$ span the range of $P$. The metric conditions $W^TGW=G$ are linear too, so $G=\sum_m\gamma_mB_m$ with invariant symmetric $B_m$ and $G$ positive definite.

The rank of a projector is its trace. Since the trace of $\Pi_g$ is the number of atoms fixed modulo lattice vectors,

$$N_{\rm W}=\frac1{|\mathcal G|}\sum_g N_{\rm fix}(g)\,\mathrm{tr}\,W_g,\qquad N_{\rm cell}=\frac1{|\mathcal G|}\sum_g\frac{(\mathrm{tr}\,W_g)^2+\mathrm{tr}\,W_g^2}{2}.$$

The second summand is the trace of $W\otimes W$ on symmetric matrices: the projector onto these is half the sum of identity and index exchange, and the exchange term has trace $\mathrm{tr}\,W^2$. The rigid shifts allowed by (4) satisfy $W_gt=t$; their number is the mean of $\mathrm{tr}\,W_g$. They do not change $E$ and are removed from $N_{\rm W}$ by fixing the origin.

Inserting the parametrization into (1) gives the reduced gradient:

$$\frac{\partial E}{\partial p}=-U^T\varphi,\qquad \frac{\partial E}{\partial\gamma_m}=\frac{\Omega}{2}\,\mathrm{tr}(SB_m). \tag{5}$$

It is the same before and after symmetrization. Indeed $U^TP^T\varphi=(PU)^T\varphi=U^T\varphi$, and $\mathrm{tr}(WSW^TB_m)=\mathrm{tr}(SW^TB_mW)=\mathrm{tr}(SB_m)$.

If a parameter moves a single orbit of $m$ atoms, (2) and (4) give $\varphi_{\pi(1)}\cdot u_{\pi(1)}=W^{-T}\varphi_1\cdot Wu_1=\varphi_1\cdot u_1$. One atom then suffices:

$$\frac{\partial E}{\partial p}=-m\,\varphi_1\cdot u_1 . \tag{6}$$

This form does need symmetrized forces. The triangle had $m=3$ and $\varphi_1\cdot u_1=2\psi$.

At pressure $p_{\rm ext}$ the function to minimize is $E+p_{\rm ext}\Omega$. Since $d\Omega=\frac{\Omega}{2}\mathrm{tr}(G^{-1}dG)$, replace $S$ by $S+p_{\rm ext}G^{-1}$ in (5).

## What a vanishing reduced gradient implies

At a symmetric structure $\varphi=P^T\varphi$. For an arbitrary displacement $v$, $\varphi\cdot v=\varphi\cdot Pv$. The vector $Pv$ lies in the span of $U$, so $U^T\varphi=0$ implies $\varphi=0$. Similarly $\mathrm{tr}(S\,dG)$ equals its value for the averaged $dG$, a combination of the $B_m$; if all cell derivatives vanish, $S=0$. Fixing the origin loses nothing, because a rigid shift has zero derivative.

The argument requires the computed energy to have the symmetry. If, say, a real-space grid breaks it, (5) with complete forces is still the derivative along the symmetric structures, but forces outside that space may remain. Even with full symmetry, stationarity does not imply a minimum.

## Wurtzite model crystal

Place A atoms at $(\frac13,\frac23,0)$ and $(\frac23,\frac13,\frac12)$, and B atoms at the same positions shifted by $u$ along $c$. With $s=r^2$, the pair energies are

$$V_{AB}=D\,[e^{-2\beta(s-s_0)}-2e^{-\beta(s-s_0)}],\qquad V_{AA},V_{BB}=C\,e^{-\gamma s}.$$

The parameters are $D=0.1$ Ha, $\beta=0.25$ bohr$^{-2}$, $s_0=16$ bohr$^2$, $\gamma=0.07$ bohr$^{-2}$, $C_{AA}=0.1$ Ha and $C_{BB}=0.2$ Ha. They describe no particular material.

There are 12 operations. The traces are 3 for the identity, 2 for two sixfold screws, 0 for two threefold rotations, $-1$ for the twofold screw and 1 for three mirrors and three glides. Their sum is 12, so there is one polar shift. The screws and glides exchange the layers and fix no atom; the other operations fix all four. Hence

$$N_{\rm W}=\frac{4\cdot3+3\cdot4\cdot1}{12}=2,\qquad N_{\rm cell}=\frac{6+2\cdot2+0+2+6\cdot2}{12}=2 .$$

After the origin is fixed, $a$, $c$ and $u$ remain.

**Symmetrization.** Start from $a=6.8$ bohr, $c=10.8$ bohr, $u=0.385$, with $\Omega=432.486$ bohr$^3$. Within 20 bohr there are 1224 directed pairs per cell in 144 orbits. One arbitrarily chosen pair per orbit, weighted by orbit size, gives the raw forces

- A1: $(-0.15804,-0.09007,\;0.10247)$ Ha/bohr;
- A2: $(\;0.15804,\;0.09007,-0.06237)$ Ha/bohr.

The average removes the in-plane parts and gives both atoms $F_z=(0.10247-0.06237)/2=0.02005$ Ha/bohr. The B atoms receive the opposite force. The raw stresses $\sigma_{xx}=2.11683$ and $\sigma_{yy}=-0.06791$, in $10^{-3}$ Ha/bohr$^3$, average to 1.02446; $\sigma_{zz}=1.18242$ is unchanged. In other units the stresses are 30.1 and 34.8 GPa. Other representatives would change the raw forces and the raw stress components, including the shears $\sigma_{xz}$ and $\sigma_{yz}$, but not $\sigma_{zz}$, the sum $\sigma_{xx}+\sigma_{yy}$ or the averages.

In contravariant form $S_{11}=29.54$ and $S_{12}=14.77$, in $10^{-6}$ Ha/bohr$^5$. Averaging the raw $S$ with the covariant rule gives 58.68 and $-29.34$. These two values depend on the representatives, but their ratio is always $-\frac12$ instead of $+\frac12$, because the covariant average is proportional to the metric in the plane. Even the exact $S$ is spoiled: it becomes 49.23 and $-24.62$. The wurtzite forces do not reveal this mistake. For a threefold rotation both $W$ and $W^{-T}$ average to zero in the plane, and both rules agree along $c$.

**Gradient.** Write $G=a^2B_1+c^2B_2$. Here $a^2B_1=A^T\mathrm{diag}(1,1,0)A$, so $a^2\mathrm{tr}(SB_1)=\sigma_{xx}+\sigma_{yy}$. With $dG=2aB_1\,da$ and the analogous step for $c$,

$$\frac{\partial E}{\partial a}=\frac{\Omega(\sigma_{xx}+\sigma_{yy})}{a}=\frac{432.486\times2.04892\times10^{-3}}{6.8}=0.1303\ \text{Ha/bohr},$$

$$\frac{\partial E}{\partial c}=\frac{\Omega\sigma_{zz}}{c}=0.0474\ \text{Ha/bohr},\qquad \frac{\partial E}{\partial u}=-c\sum_BF_z=10.8\times0.0401=0.433\ \text{Ha}.$$

All are positive, so the first descent step lowers all three parameters.

**Relaxation.** Quasi-Newton (BFGS) minimization, followed by a root search on the gradient, gives $a=6.6208$ bohr (3.504 Å), $c=10.7579$ bohr (5.693 Å), $u=0.37625$ and $E=-0.619784$ Ha per cell. The ratio $c/a=1.6249$ lies below the ideal $\sqrt{8/3}=1.6330$, yet the axial and basal bonds agree to about $10^{-5}$ bohr, at 4.0477 bohr. Equal bonds mean $u^2c^2=a^2/3+c^2(\frac12-u)^2$, that is $u=\frac14+a^2/(3c^2)=0.37625$, the relaxed value. Symmetry does not require this. The match survives moderate changes of $\beta$: at 0.20 and 0.30 bohr$^{-2}$ the two bonds still agree to $3\times10^{-4}$ bohr, with $c/a$ near 1.60 and 1.63. It is no general rule, however: at $\beta=0.15$ bohr$^{-2}$ the minimization ends at $u=\frac12$ and $c/a=1.15$, where the bonds differ by 0.02 bohr.

BFGS in all 6 cell and 12 atomic coordinates, from a randomly perturbed start, reaches the same energy to the digits given and $a=6.6207$ bohr. It used 59 energy-gradient calls against 16 for the three-parameter BFGS run; the starts differ, so this is no general speed ratio. A finite-difference Hessian in the 18 coordinates has three zero modes, the rigid shifts, and 15 positive ones. The structure is thus a local minimum for distortions that keep this cell's periodicity. Distortions with a larger period are not covered.

**Vanishing forces at an unstable arrangement.** Hold the cell fixed at the relaxed wurtzite values and set $u=\frac12$. The group grows to 24 operations and no Wyckoff parameter is left, so every atomic force vanishes by symmetry. Symmetry does not make the stress vanish, so the point is stationary only at fixed cell, and the curvature below refers to this cell. Differentiating the force numerically gives a curvature of $-0.547$ Ha/bohr$^2$ for moving both B atoms together along $c$. At this fixed cell a relaxation confined to the larger group cannot follow the descent; a perturbation that lowers the symmetry is needed. The instability belongs to this cell only. With $a$ and $c$ free at $u=\frac12$, the relaxation reaches $a=7.018$, $c=8.086$ bohr ($c/a=1.15$) and $E=-0.7389$ Ha, where the same curvature is $+2.58$ Ha/bohr$^2$. This layered structure, the type met above at $\beta=0.15$, lies 0.119 Ha per cell below the relaxed wurtzite, which is therefore a local minimum of the model but not its lowest state.

**Linked in-plane coordinates.** Enlarge the cell to $a=10$, $c=16$ bohr, keep $u=0.385$, and add six atoms of a third species on the orbit of $(t,-t,z)$, with $t=0.15$ and $z=0.2$. Their like-pair strength is 0.1 Ha, and all unlike pairs use $V_{AB}$. Each mirror fixes two of the new atoms, so $N_{\rm W}=(10\cdot3+3\cdot6)/12=4$: the heights of A and B, and $t$ and $z$.

Equation (6) with $u_1=(1,-1,0)$ gives $\partial E/\partial t=-16.77$ Ha; a five-point energy difference with the whole orbit moved gives the same value. Part of its size comes from the fractional unit: a unit of $t$ moves each atom by $\sqrt3\,a=17.3$ bohr, so the force per atom along its line is $16.77/(6\times17.3)=0.16$ Ha/bohr.

Here the wrong rules do show in the forces. Applied to covariant forces that are already symmetric, (3) changes nothing beyond rounding. Using $W$ in place of $W^{-T}$ alters a component by up to 26% of the largest one, and omitting the permutation by up to 40%.
